# The Sabatier volcano for dissociative adsorption followed by product desorption

## A case that can be seen through

A molecule A₂ dissociates on a surface with free sites *, and each atom leaves as part of a product AB:

\[
\mathrm{A_2(g)}+2*\rightleftharpoons 2\mathrm{A}^*,\qquad
\mathrm{A}^*+\mathrm{B(g)}\to \mathrm{AB(g)}+* .
\]

The product must differ from A₂. If the atoms could leave only as A₂, the steady state would have equal adsorption and desorption and no net rate.

Let \(\varepsilon\) be the energy of A* relative to ½A₂ and the clean surface, so that negative \(\varepsilon\) means binding. Let \(\theta\) be the fraction of sites holding A. Suppose first that dissociation is so fast that it stays in equilibrium. Adsorbing one A₂ changes the energy by \(2\varepsilon\) and the entropy by \(S_1<0\), so

\[
\frac{\theta^2}{p_A(1-\theta)^2}=K=e^{S_1/k-2\varepsilon/kT},
\]

where \(k\) is Boltzmann's constant and pressures are relative to 1 bar. Taking the square root gives

\[
\frac{\theta}{1-\theta}=e^{-(\varepsilon-\varepsilon_0)/kT},\qquad
\varepsilon_0=\tfrac12\left(TS_1+kT\ln p_A\right).
\]

Solving for the coverage, \(\theta=1/[1+e^{(\varepsilon-\varepsilon_0)/kT}]\), and therefore \(kT\,d\ln\theta/d\varepsilon=-(1-\theta)\).

Let the desorption barrier be \(c-\sigma\varepsilon\) with \(0<\sigma<1\): stronger binding makes desorption slower. The rate is proportional to \(e^{\sigma\varepsilon/kT}\theta\), so

\[
kT\frac{d\ln r}{d\varepsilon}=\sigma-(1-\theta).
\]

This decreases as \(\varepsilon\) rises, because \(\theta\) falls, and it vanishes at \(\theta=1-\sigma\). Strong binding fills the surface with atoms that leave slowly; weak binding leaves few atoms to remove. The peak is where the two relative changes cancel:

\[
\varepsilon^*_{\rm eq}=\tfrac12\left[TS_1+kT\ln p_A-2kT\ln\frac{1-\sigma}{\sigma}\right]. \tag{1}
\]

The dissociation barrier plays no part here. It enters when dissociation is not in equilibrium.

## Assumptions

**Energies.** Two linear relations hold across the family of surfaces:

- The BEP line gives the dissociation barrier, \(E_1=2\alpha\varepsilon+\beta\), with \(\alpha>0\). The factor 2 appears because the reaction energy per A₂ is \(2\varepsilon\).
- The scaling line gives the energy of the desorption transition state relative to ½A₂ + B, \(s\varepsilon+c\), with \(0\le s<1\). The transition state keeps a fraction \(s\) of the variation in the A–surface bond. Subtracting the energy \(\varepsilon\) of A* gives the barrier \(E_2=c-\sigma\varepsilon\), where \(\sigma=1-s\).

**Rate constants.** With activation entropies \(S_1,S_2\) independent of \(T\) and \(\varepsilon\),

\[
k_i=\frac{kT}{h}\,e^{S_i/k-E_i/kT}.
\]

Adsorbed atoms and the dissociation transition state are given no entropy, so \(S_1\) is both the activation and the adsorption entropy. Detailed balance then fixes the recombination constant:

\[
k_{-1}=\frac{k_1}{K}=\frac{kT}{h}\,e^{-(E_1-2\varepsilon)/kT}.
\]

**Surface.** Sites are occupied at random (mean field), adsorbed atoms do not interact, and no species other than A occupies an appreciable share of sites. The product pressure is zero, so the second step has no reverse.

**Range.** The descriptor lies in an interval \(I\) on which all forward and reverse barriers are positive. Outside it the straight lines no longer describe barriers.

Let \(r\) be the number of A₂ molecules converted per site and second. Each dissociation adds two atoms and each desorption removes one:

\[
\frac{d\theta}{dt}=2\left[k_1p_A(1-\theta)^2-k_{-1}\theta^2\right]-k_2p_B\theta .
\]

In the steady state this vanishes, and

\[
r=k_1p_A(1-\theta)^2-k_{-1}\theta^2=\tfrac12k_2p_B\theta. \tag{2}
\]

## Theorem

Let recombination be negligible, \(k_{-1}\theta^2\ll k_1p_A(1-\theta)^2\), and drop it from (2). Define

\[
\theta^*=\frac{\alpha}{\alpha+\sigma},\qquad
\varepsilon^*=\frac{c-\beta+T(S_1-S_2)+kT\ln\dfrac{2p_A(1-\theta^*)^2}{p_B\theta^*}}{2\alpha+\sigma}. \tag{3}
\]

If \(\varepsilon^*\) lies inside \(I\), the rate has exactly one maximum on \(I\). It is at \(\varepsilon^*\), where the coverage is \(\theta^*\).

## Lemma 1: steady state and limiting lines

*For every \(\varepsilon\) there is one steady coverage, and \(r<\min(k_1p_A,\tfrac12k_2p_B)\). The two limiting rates are equal at*

\[
\varepsilon_X=\frac{c-\beta+T(S_1-S_2)+kT\ln(2p_A/p_B)}{2\alpha+\sigma}. \tag{4}
\]

**Proof.** As a function of \(\theta\) on \([0,1]\), the right side of the rate equation decreases strictly. It is positive at \(\theta=0\) and negative at \(\theta=1\), so it has one zero, with \(0<\theta<1\). The two forms of \(r\) in (2) then give the two bounds. This argument holds with or without recombination.

Setting \(k_1p_A=\tfrac12k_2p_B\), taking logarithms and multiplying by \(kT\) gives

\[
TS_1-2\alpha\varepsilon-\beta+kT\ln p_A
=TS_2-c+\sigma\varepsilon+kT\ln\frac{p_B}{2}.
\]

Collecting the terms in \(\varepsilon\) on one side gives (4). ∎

On a logarithmic scale the bound consists of two straight lines meeting in a sharp tip. The true rate is lower. Without recombination, (2) gives \(\theta=(1-\theta)^2\) at the tip, so neither factor is close to one; recombination, where present, lowers the rate further.

## Lemma 2: slope of the volcano

*Without recombination,*

\[
kT\frac{d\ln r}{d\varepsilon}=\sigma-(2\alpha+\sigma)\frac{1-\theta}{1+\theta}. \tag{5}
\]

**Proof.** Write \(u=kT\,d\theta/d\varepsilon\). The barriers give \(kT\,d\ln k_1/d\varepsilon=-2\alpha\) and \(kT\,d\ln k_2/d\varepsilon=+\sigma\). Differentiating the logarithms of both forms of \(r\) yields

\[
kT\frac{d\ln r}{d\varepsilon}=-2\alpha-\frac{2u}{1-\theta}=\sigma+\frac{u}{\theta}.
\]

The second equality is an equation for \(u\):

\[
u\left(\frac1\theta+\frac2{1-\theta}\right)
=u\,\frac{1+\theta}{\theta(1-\theta)}=-(2\alpha+\sigma).
\]

Hence \(u/\theta=-(2\alpha+\sigma)(1-\theta)/(1+\theta)\), and inserting this in \(\sigma+u/\theta\) gives (5). ∎

## Proof of the theorem

Since \(u<0\), the coverage falls as \(\varepsilon\) rises. The fraction \((1-\theta)/(1+\theta)\) decreases with \(\theta\), so it rises with \(\varepsilon\), and the slope (5) decreases strictly. It can vanish at most once, and a zero is a maximum. The zero requires

\[
\sigma(1+\theta)=(2\alpha+\sigma)(1-\theta).
\]

Expanding, \(\sigma+\sigma\theta=2\alpha+\sigma-2\alpha\theta-\sigma\theta\), so \(2(\alpha+\sigma)\theta=2\alpha\) and \(\theta=\theta^*\).

To locate it, divide the two forms of \(r\):

\[
\frac{\theta}{(1-\theta)^2}=\frac{2k_1p_A}{k_2p_B}
=e^{-(2\alpha+\sigma)(\varepsilon-\varepsilon_X)/kT}. \tag{6}
\]

The last form holds because the ratio equals one at \(\varepsilon_X\) and its logarithm has slope \(-(2\alpha+\sigma)/kT\). Setting \(\theta=\theta^*\) gives

\[
\varepsilon^*=\varepsilon_X+\frac{kT}{2\alpha+\sigma}\ln\frac{(1-\theta^*)^2}{\theta^*}, \tag{7}
\]

which with (4) is (3). ∎

**Remark (legs).** By (6), \(\theta\to1\) far on the strong-binding side and \(\theta\to0\) far on the weak-binding side. The slope (5) then tends to \(\sigma\) and \(-2\alpha\), respectively. Without recombination, the scaling line sets one leg and the BEP line the other. Where dissociation is equilibrated, the slope \(\sigma-(1-\theta)\) of the opening case applies instead, and at low coverage it approaches \(\sigma-1=-s\).

## Corollary 1: height

At the peak \(r^*=k_1(\varepsilon^*)p_A(1-\theta^*)^2\), while the limiting lines cross at the rate \(r_X=k_1(\varepsilon_X)p_A\). From (7),

\[
\frac{k_1(\varepsilon^*)}{k_1(\varepsilon_X)}
=e^{-2\alpha(\varepsilon^*-\varepsilon_X)/kT}
=\left[\frac{(1-\theta^*)^2}{\theta^*}\right]^{-2\alpha/(2\alpha+\sigma)} .
\]

Multiplying by \((1-\theta^*)^2\) and using \(2-4\alpha/(2\alpha+\sigma)=2\sigma/(2\alpha+\sigma)\),

\[
\frac{r^*}{r_X}=(1-\theta^*)^{2\sigma/(2\alpha+\sigma)}\,(\theta^*)^{2\alpha/(2\alpha+\sigma)} . \tag{8}
\]

The ratio depends on the two slopes alone, not on temperature or pressure.

## Corollary 2: shifts with pressure and temperature

Differentiating (3), with \(\theta^*\) constant, gives

\[
\frac{\partial\varepsilon^*}{\partial\ln p_A}=\frac{kT}{2\alpha+\sigma}
=-\frac{\partial\varepsilon^*}{\partial\ln p_B},
\]

\[
\frac{\partial\varepsilon^*}{\partial T}=\frac{1}{2\alpha+\sigma}
\left[S_1-S_2+k\ln\frac{2p_A(1-\theta^*)^2}{p_B\theta^*}\right]. \tag{9}
\]

More A₂ speeds up dissociation, so the best surface can bind more weakly. More B speeds up desorption, so the best surface binds more strongly. As long as recombination is negligible, multiplying both pressures by one factor multiplies the rate by that factor and leaves the peak in place, since both forward steps are first order in a gas pressure.

The temperature shift has no universal sign. If dissociation costs more entropy than desorption, \(S_1-S_2\) is negative: the free-energy barrier \(E_1-TS_1\) then grows faster with \(T\) than \(E_2-TS_2\), and stronger binding, which lowers \(E_1\) and raises \(E_2\), compensates. The logarithm in (9) can outweigh this term, through a large \(p_A/p_B\) or through the coverage factor: at equal pressures the logarithm is positive for \(\theta^*<\tfrac12\), that is \(\alpha<\sigma\), and negative for \(\theta^*>\tfrac12\). At fixed pressures the peak moves linearly with \(T\); this follows from the constant activation energies and entropies assumed here together with negligible recombination, and it need not hold when dissociation is partly reversible.

## Proposition: when recombination matters

Let \(z=k_{-1}\theta^2/[k_1p_A(1-\theta)^2]\) be the ratio of recombination to dissociation. *At any stationary point of the full rate (2),*

\[
\frac{\theta}{1-\theta}=\frac{\alpha+z(s-\alpha)}{1-s}. \tag{10}
\]

**Proof.** Write \(R_+=k_1p_A(1-\theta)^2\) and \(R_-=k_{-1}\theta^2\). The recombination barrier is \(E_1-2\varepsilon=\beta-2(1-\alpha)\varepsilon\), so \(kT\,d\ln k_{-1}/d\varepsilon=2(1-\alpha)\). At a stationary point the form \(r=\tfrac12k_2p_B\theta\) gives \(\sigma+u/\theta=0\), or \(u=-\sigma\theta\). The form \(r=R_+-R_-\) gives

\[
0=R_+\left[-2\alpha-\frac{2u}{1-\theta}\right]-R_-\left[2(1-\alpha)+\frac{2u}{\theta}\right].
\]

Inserting \(u\) and dividing by \(2R_+\),

\[
\frac{\sigma\theta}{1-\theta}-\alpha=z(1-\alpha-\sigma)=z(s-\alpha),
\]

because \(1-\sigma=s\). Division by \(\sigma=1-s\) gives (10). ∎

For \(z\to0\) this returns \(\theta^*=\alpha/(\alpha+\sigma)\). For \(z\to1\) and \(s>0\) it gives \(\theta^*=s\), the opening case. Since \(r>0\) requires \(z<1\), the peak coverage lies between these values, or equals both if \(\alpha=s\). The proposition does not establish how many stationary points there are at intermediate \(z\).

The position need not lie between the two closed forms. The definition of \(z\) means \(Kp_A=y^2/z\) with \(y=\theta/(1-\theta)\). Taking the logarithm and solving for \(\varepsilon\),

\[
\varepsilon=\tfrac12\left[TS_1+kT\ln p_A-2kT\ln y+kT\ln z\right]. \tag{11}
\]

In the equilibrated limit, (1) shows that \(p_A\) moves the peak by \(kT/2\) per unit of \(\ln p_A\), while \(p_B\) does not move it. Raising the total pressure at fixed composition therefore does shift this volcano. Its temperature slope is \(\tfrac12\{S_1+k\ln p_A-2k\ln[s/(1-s)]\}\).

## Worked example

Take round model parameters: \(\alpha=0.8\), \(\beta=2.0\) eV, \(s=0.4\), \(c=0.3\) eV, \(S_1=-2.0\) meV/K, \(S_2=-1.5\) meV/K, \(T=600\) K and \(p_A=p_B=1\) bar. Then \(\sigma=0.6\), \(2\alpha+\sigma=2.2\) and \(kT=0.0517\) eV. The product energy is −0.5 eV per AB relative to ½A₂ + B. Positive barriers require \(-1.25<\varepsilon<0.5\) eV: the lower limit is where \(E_1\) vanishes, the upper where \(E_2\) does.

The peak coverage is \(0.8/1.4=0.571\). The limiting lines cross at

\[
\varepsilon_X=\frac{0.3-2.0-0.3+0.0517\ln2}{2.2}=-0.8928\ \text{eV}.
\]

With \((1-\theta^*)^2/\theta^*=0.321\), equation (7) adds \((0.0517/2.2)\ln0.321=-0.0267\) eV. The peak is at **−0.919 eV** (−0.91947 eV before rounding), as found also by direct numerical maximization of the steady rate. The barriers there are 0.529 eV for dissociation and 0.852 eV for desorption.

The peak rate is \(6.91\times10^{-3}\) s⁻¹, against \(1.65\times10^{-2}\) s⁻¹ at the crossing. The ratio 0.419 agrees with (8): the sharp tip overestimates the best rate by a factor of about 2.4. For these parameters, with negligible recombination, the bound is close away from the tip; strong recombination can hold the rate far below it. At −1.2 eV the rate is \(4.656\times10^{-4}\) s⁻¹ and the bound \(4.663\times10^{-4}\) s⁻¹.

Recombination is negligible at this peak. From the definition of \(z\),

\[
z=\left(\frac{0.571}{0.429}\right)^2
\exp\left[\frac{1.2-2(0.919)}{0.0517}\right]\approx8\times10^{-6},
\]

where \(1.2\) eV is \(-TS_1\).

**Shifts.** A tenfold increase of \(p_A\) moves the peak by \(0.0517\ln10/2.2=0.054\) eV towards weaker binding; the same increase of \(p_B\) moves it equally far the other way. At 1 bar of each gas the temperature slope is −0.245 meV/K, taking the peak from −0.895 eV at 500 K to −0.944 eV at 700 K. At \(p_A=100\) bar and \(p_B=0.01\) bar the slope is +0.116 meV/K: the pressure term in (9) has reversed the direction.

**Partly reversible dissociation.** Lowering \(\beta\) to 1.2 eV puts the peak at −0.587 eV, with \(z=0.892\). Condition (10) gives

\[
\frac{\theta}{1-\theta}=\frac{0.8-0.892\times0.4}{0.6}=0.739,
\]

so \(\theta=0.425\), between 0.4 and 0.571. Formula (3) would give −0.556 eV, an error of 0.031 eV relative to the reversible model, or about \(0.6\,kT\).

**Equilibrated dissociation.** Raising \(c\) to 0.9 eV as well slows desorption enough to reach the opening case. The peak is at −0.579 eV with coverage 0.400, as (1) requires, and tenfold \(p_A\) shifts it by 0.060 eV. The partly reversible peak at −0.587 eV lies outside the interval between −0.579 and −0.556 eV. Equation (11) shows why: relative to the equilibrated limit, \(y\) has risen from 0.667 to 0.739 and \(\ln z\) has become negative, and both changes lower \(\varepsilon\).

## Remark: another adsorption energy as the axis

The volcano can also be drawn against the adsorption energy \(D\) of another species. If an adsorption scaling line \(\varepsilon=aD+b\) with \(a\ne0\) holds, the same surface is best, and its coordinate is

\[
D^*=\frac{\varepsilon^*-b}{a}.
\]

All shifts are divided by \(a\), so a negative \(a\) reverses their direction on the new axis. For \(a=0.5\) and \(b=-0.4\) eV, the first example has \(D^*=(-0.919+0.4)/0.5=-1.04\) eV, and its shifts appear twice as large. Scatter about any of the lines moves individual surfaces off the curve; the theorem describes the family that follows the lines. The full set of computed values is in the numerical output below.

## Calculated quantities

```
Inputs: alpha = 0.8, s = 0.4, sigma = 0.6
Inputs: beta = 2.0 eV, c = 0.3 eV
Inputs: S1 = -2.0 meV/K, S2 = -1.5 meV/K
Inputs: T = 600 K, pA = pB = 1 bar; kT = 0.05170 eV
Input: product energy per AB = -0.5 eV
Peak coverage: formula 0.5714, numerical 0.5714
Peak eps: formula -0.91947 eV, numerical -0.91947 eV
Peak eps with reversible dissociation: -0.91947 eV
Barriers at peak: dissociation 0.5288 eV, desorption 0.8517 eV
Reverse barriers at peak: recombination 2.3678 eV, AB readsorption 0.4322 eV
Crossing of limiting lines: eps = -0.89280 eV, rate 1.6477e-02 1/s
Peak rate: 6.9088e-03 1/s
Peak/crossing rate: numerical 0.41931, formula 0.41931
kT dln(r)/deps: 0.5984 at -1.2 eV, -1.6000 at -0.5 eV
eps -1.2 eV: coverage 9.986e-01, rate 4.656e-04 1/s, bound 4.663e-04 1/s
eps -1.1 eV: coverage 9.879e-01, rate 1.470e-03 1/s, bound 1.488e-03 1/s
eps -1.0 eV: coverage 9.029e-01, rate 4.288e-03 1/s, bound 4.749e-03 1/s
eps -0.9 eV: coverage 4.345e-01, rate 6.585e-03 1/s, bound 1.516e-02 1/s
eps -0.8 eV: coverage 1.857e-02, rate 8.983e-04 1/s, bound 9.326e-04 1/s
eps -0.7 eV: coverage 2.735e-04, rate 4.222e-05 1/s, bound 4.224e-05 1/s
eps -0.6 eV: coverage 3.884e-06, rate 1.913e-06 1/s, bound 1.913e-06 1/s
Time integration at -0.9 eV: final coverage 0.43446
T = 500 K: peak eps formula -0.89502 eV, reversible -0.89502 eV
T = 600 K: peak eps formula -0.91947 eV, reversible -0.91947 eV
T = 700 K: peak eps formula -0.94393 eV, reversible -0.94394 eV
Temperature slope: numerical -0.2446 meV/K, formula -0.2446 meV/K
Temperature slope at pA = 100 bar, pB = 0.01 bar: 0.1162 meV/K
pA = 10 bar, pB = 1 bar: peak shift +54.11 meV, formula +54.11 meV
pA = 1 bar, pB = 10 bar: peak shift -54.11 meV, formula -54.11 meV
pA = 10 bar, pB = 10 bar: peak shift -0.00 meV, formula +0.00 meV
Partly reversible (beta 1.2 eV, c 0.3 eV): peak eps -0.58731 eV
  irreversible formula would give -0.55584 eV
  z = 0.8918, coverage 0.4249; theta/(1-theta) = 0.73881, condition 0.73881
Quasi-equilibrated (beta 1.2 eV, c 0.9 eV): peak eps -0.57904 eV, formula -0.57904 eV
  coverage 0.4000; shift for tenfold pA 59.53 meV, formula 59.53 meV
  shift for tenfold pB -0.001 meV
Scaling line eps = 0.5 D + (-0.4 eV): peak D numerical -1.03895 eV, formula -1.03895 eV
```
